The perturbative polarisation orbital and its closed form for hydrogen 1s

Consider a basis of numerical atomic orbitals built from the occupied orbitals of the free atom. For hydrogen that is one s function, which cannot shift its charge to one side when a neighbour or an applied field pulls on it. A p function has to be added, and its radial shape must be chosen. One candidate is the excited 2p orbital. Another is the p function that the field itself creates out of 1s. The results below determine the second function and measure what is lost by taking the first.

**Setting and conventions**

Hartree atomic units are used: energies in hartree, lengths in bohr. One electron moves in a fixed, local, spherical potential V(r), no more singular than 1/r at the origin. Its unperturbed state is

ψ0 = [u(r)/r] Y_lm, with H0 ψ0 = ε ψ0, H0 = −½∇² + V, ∫u² dr = 1.

The function u is the reduced radial function, r times the radial factor. For any reduced function f, the radial form of the Laplacian gives

∇²[(f/r) Y_LM] = (1/r) [f″ − L(L+1) f/r²] Y_LM,

and therefore

H0 [(f/r) Y_LM] = (1/r)(h_L f) Y_LM,
h_L = −½ d²/dr² + L(L+1)/(2r²) + V(r). (1)

A uniform field of strength F points along +z. The electron has charge −1, so its potential energy in the field is +Fz = +F r cosθ.

The orbital is either free or confined. If free, V → 0 at infinity, ε < 0, and all functions decay at infinity. If confined, all functions vanish at a cutoff radius rc. In both cases reduced functions vanish at r = 0.

**Lemma 1 (angular factors)**

cosθ Y_lm = c_{l+1,m} Y_{l+1,m} + c_{l,m} Y_{l−1,m},
c_{L,m} = √[(L² − m²)/(4L² − 1)]. (2)

Proof. Take m ≥ 0 and x = cosθ. The associated Legendre functions obey

(2l+1) x P_l^m = (l−m+1) P_{l+1}^m + (l+m) P_{l−1}^m.

The normalisation factor of Y_lm satisfies N_l² = (2l+1)(l−m)!/[4π(l+m)!], so

N_l²/N_{l+1}² = (2l+1)(l+1+m)/[(2l+3)(l+1−m)].

The coefficient of Y_{l+1,m} is (l−m+1)N_l/[(2l+1)N_{l+1}]. Its square is

(l+1−m)(l+1+m)/[(2l+1)(2l+3)] = [(l+1)² − m²]/[4(l+1)² − 1],

which is c_{l+1,m}². Since cosθ is real, the matrix element from l to l−1 equals the one from l−1 to l, which is c_{l,m}. For negative m, Y_{l,−m} is the complex conjugate of Y_lm times a sign that does not depend on l, so the coefficients are unchanged. ∎

For m = ±l the factor c_{l,m} is zero and the l−1 part is absent. This covers every s orbital.

**Lemma 2 (radial Sternheimer equation)**

Suppose ψ0 is the only state that has both the energy ε and the magnetic quantum number m. Then the l+1 part of the first-order change of ψ0 is

−F c_{l+1,m} [φ(r)/r] Y_{l+1,m}, (3)

where φ satisfies

(h_{l+1} − ε) φ = r u. (4)

Proof. Insert ψ = ψ0 + ψ1 + … and E = ε + E1 + … into (H0 + Fz)ψ = Eψ. The terms of first order in F are

(H0 − ε) ψ1 = −(Fz − E1) ψ0.

Projection on ψ0 removes the left side and gives E1 = F⟨ψ0|z|ψ0⟩. This is zero because |ψ0|² is even under inversion and z is odd. By Lemma 1 the right side is then

−F r cosθ (u/r) Y_lm = −F (1/r)(r u) [c_{l+1,m} Y_{l+1,m} + c_{l,m} Y_{l−1,m}].

By (1), H0 does not mix different angular momenta, so the l+1 part can be equated separately. With the form (3), the common factor −F c_{l+1,m}/r cancels and (4) remains. The factor may be cancelled because c_{l+1,m} is nonzero for |m| ≤ l. ∎

The function φ is called the perturbative polarisation orbital of u. Equation (4) does not contain m, so one radial function serves all 2l+3 orientations of the new shell. The l−1 part of the response, where there is one, is left out by definition. States of the same energy but different m do no harm, since z conserves m. A degenerate state with the same m does harm even when z does not couple it to ψ0 directly. For hydrogen confined at rc = 2 bohr the 2s and 3d levels coincide, the field mixes them at zeroth order through the second-order terms, and (3) no longer describes the perturbed states.

**Lemma 3 (existence and uniqueness)**

If ε is the lowest energy of h_l, equation (4) has one and only one acceptable solution.

Proof. The two radial operators differ by their centrifugal terms:

h_{l+1} − h_l = [(l+1)(l+2) − l(l+1)]/(2r²) = (l+1)/r².

For any nonzero acceptable f,

⟨f|h_{l+1} − ε|f⟩ = ⟨f|h_l − ε|f⟩ + (l+1)⟨f|r⁻²|f⟩ > 0, (5)

because the first term cannot be negative. Hence ε is not an eigenvalue of h_{l+1}. For a confined orbital the spectrum consists of eigenvalues. For a free one the continuum starts at zero, above ε. In either case ε lies outside the spectrum, so h_{l+1} − ε has a bounded inverse. The source r u is square-integrable, since a bound u decays exponentially, and the inverse acting on it gives the one solution. ∎

Expanded in the normalised eigenfunctions f_n of h_{l+1}, with energies e_n, the solution is

φ = Σ_n f_n ⟨f_n|r u⟩/(e_n − ε), (6)

where the sum includes an integral over the continuum of a free atom. If one e_n approaches ε while its dipole integral stays away from zero, that term dominates, and the polarisation orbital takes the shape of the excited orbital.

Remark (failure for hydrogen 2s). The 2s state is not the lowest s state, and its energy equals that of 2p. Multiply (4) by u_2p and integrate. The left side vanishes because h_1 − ε can be moved onto u_2p. The right side is the 2s–2p dipole integral, whose computed size is 5.196 bohr. No φ can satisfy both. The field instead mixes 2s and 2p at zeroth order, and diagonalising the two-state problem gives energy shifts ±F × 5.196/√3 = ±3.00 F, linear in the field.

**Theorem (hydrogen 1s)**

For V = −1/r and the 1s orbital, u = 2r e^(−r) and ε = −½, the polarisation orbital is

φ(r) = 2 (r² + r³/2) e^(−r). (7)

Proof. First check the input. From u″ = 2(r − 2)e^(−r),

−½u″ − u/r = −(r − 2)e^(−r) − 2e^(−r) = −r e^(−r) = −½u,

and ∫u² dr = 4 × 2!/2³ = 1. With l + 1 = 1, equation (4) reads

−½φ″ + φ/r² − φ/r + ½φ = 2r² e^(−r). (8)

The source decays as e^(−r) times a power, which suggests φ = 2g(r)e^(−r). This is a change of unknown and restricts nothing. Then φ″ = 2(g″ − 2g′ + g)e^(−r), and the left side of (8) becomes

e^(−r) [−g″ + 2g′ − g + 2g/r² − 2g/r + g].

The terms −g and +g cancel. Division by 2e^(−r) leaves

−½g″ + g′ + g/r² − g/r = r². (9)

Near the origin the homogeneous equation is governed by −½g″ + g/r². A power r^s requires −½s(s−1) + 1 = 0, so s = 2 or s = −1. The second behaviour violates φ(0) = 0. Write g = Σ a_k r^k with k ≥ 2 and collect the coefficient of r^(k−2) in (9):

[1 − ½k(k−1)] a_k + (k−2) a_{k−1} = 1 for k = 4, and 0 otherwise.

Since 1 − ½k(k−1) = −½(k−2)(k+1), the successive orders give

k = 2: 0 = 0, so a_2 is free;
k = 3: −2a_3 + a_2 = 0, so a_3 = a_2/2;
k = 4: −5a_4 + 2a_3 = 1, so a_4 = (a_2 − 1)/5;
k ≥ 5: a_k = 2a_{k−1}/(k+1).

The last line gives a_k = a_4 2^(k−4) 5!/(k+1)!, so the series converges for every r. The difference of two such series with different a_2 is the regular homogeneous solution. The series with free a_2 therefore contain every solution of (9) that vanishes at the origin.

The part from k = 4 onwards can be summed. With 2^(k−4) r^k = (2r)^(k+1)/(32r) and 5!/32 = 15/4,

g = a_2 (r² + r³/2) + (a_2 − 1) [3/(4r)] [e^(2r) − Σ_{j=0}^{4} (2r)^j/j!]. (10)

If a_2 ≠ 1, g grows as e^(2r)/r and φ as e^(r)/r, which is not acceptable. Decay at infinity therefore requires a_2 = 1. The second term then vanishes and g = r² + r³/2. ∎

Direct substitution of this g into (9) confirms it:

−½(2 + 3r) + (2r + 3r²/2) + (1 + r/2) − (r + r²/2) = r².

Outward numerical integration shows how sharply the boundary condition selects a_2. At r = 8 bohr, φ is 0.21 for a_2 = 1, but −55.7 for a_2 = 0.9 and 56.1 for a_2 = 1.1. By (10), an error in a guessed a_2 is multiplied by a function growing as e^(r)/r. Solving the equation as a boundary-value problem imposes the outer condition directly and avoids this.

Remark (which function has this form). The expression r² + r³/2 belongs to the reduced function φ. The radial factor that multiplies Y_10 is

R = φ/r = 2 (r + r²/2) e^(−r).

Using (r² + r³/2)e^(−r) as the radial factor would be an error. Its reduced form corresponds to g = r³ + r⁴/2, for which the left side of (9), divided by r², is

−2/r − ½ + 3r/2.

A function proportional to the true response would make this a constant. It is −1 at r = 1 bohr and 1.5 at r = 2 bohr.

Remark (the full response). With c_{1,0} = 1/√3 and Y_10 = √(3/4π) cosθ, equation (3) becomes

ψ1 = −F (1/√(4π)) 2(r + r²/2) e^(−r) cosθ = −F z (1 + r/2) ψ0,

where ψ0 = e^(−r)/√π. The first-order density change 2ψ0ψ1 is negative for z > 0. The electron moves against the field, as its negative charge requires.

**Size and shape**

Integrals of the form ∫r^n e^(−2r) dr = n!/2^(n+1) give

∫(r² + r³/2)² e^(−2r) dr = 24/32 + 120/64 + 720/512 = 129/32 = 4.03125.

The normalised polarisation orbital is thus 0.49806 (r² + r³/2)e^(−r). Its mean radius is

(120/64 + 720/128 + 5040/1024)/4.03125 = 12.4219/4.03125 = 3.08 bohr.

The maximum follows from

d/dr [(r² + r³/2)e^(−r)] = r(2 + r/2 − r²/2)e^(−r) = 0,

so r² − r − 4 = 0 and r = (1 + √17)/2 = 2.56 bohr. The reduced 1s function peaks at 1 bohr, and the reduced 2p function, proportional to r² e^(−r/2), at 4 bohr. The polarisation orbital lies between them. Its exponential is that of the parent 1s, whereas 2p has the slower decay of a weakly bound state.

**Proposition (the best single added function)**

Let ε be the lowest energy of h_l, and let the hypothesis of Lemma 2 hold. This excludes, for example, hydrogen 2p with m = 0, which is degenerate with 2s. Let χ be a normalised reduced function in channel l+1, with d = ∫χ r u dr and e = ⟨χ|h_{l+1}|χ⟩. In the two-function basis of ψ0 and (χ/r)Y_{l+1,m}, the polarisability is

α_χ = 2c² d²/(e − ε), c = c_{l+1,m}. (11)

It cannot exceed the full contribution of the l+1 channel,

α = 2c² ∫u r φ dr, (12)

and it equals α if and only if χ is proportional to φ.

Proof. The polarisability is defined by the energy −½αF² at second order. The second-order terms of the perturbed equation, projected on ψ0, give E2 = F⟨ψ0|z|ψ1⟩. With (3), the l+1 channel contributes −F²c²∫u r φ dr, which is (12). In the two-function basis the Hamiltonian has diagonal elements ε and e and off-diagonal element Fcd. Its lower eigenvalue is

½(ε + e) − √[¼(e − ε)² + F²c²d²] = ε − F²c²d²/(e − ε) + O(F⁴),

which gives (11). Now write A = h_{l+1} − ε. By (4), d = ⟨χ|A|φ⟩. By (5), A is positive and defines an inner product, so the Cauchy–Schwarz inequality gives

d² ≤ ⟨χ|A|χ⟩ ⟨φ|A|φ⟩ = (e − ε) ∫φ r u dr.

Division by e − ε and multiplication by 2c² gives α_χ ≤ α. Equality in the Cauchy–Schwarz inequality requires χ proportional to φ. ∎

This is a statement about a weak uniform field and a fixed potential. It does not show that φ is the best added function in a molecule, where the field is neither uniform nor weak, and for a chemical bond φ can be far from the best. For H2 at 1.4 bohr in Hartree–Fock theory with one 1s function per atom, a p shell of the free-atom form (7) lowers the energy by about 2 millihartree, while the tighter r² e^(−1.5r) lowers it by about 13.

**Worked example: free hydrogen**

For 1s, c² = 1/3 and

∫u r φ dr = 4∫(r⁴ + r⁵/2)e^(−2r) dr = 4(0.75 + 0.9375) = 6.75,
α = (2/3) × 6.75 = 4.5 bohr³ = 0.667 Å³.

No l−1 channel exists, so this is the whole polarisability of the nonrelativistic atom with a fixed nucleus.

Now use (11) with each candidate as the only p function. The normalised φ has d = 6.75/√(4 × 4.03125) = 1.681 bohr and energy e = −0.0814 hartree, so

α_φ = (2/3) × 1.681²/0.4186 = 4.50 bohr³.

For 2p, u_2p = r² e^(−r/2)/√24, hence d = (2/√24) × 4!/1.5⁵ = 1.290 bohr. With e = −0.1250 hartree,

α_2p = (2/3) × 1.290²/0.3750 = 2.96 bohr³.

The 2p orbital has the smaller energy denominator, which favours it, but its d² is smaller by a factor of 0.59. It recovers 66% of the polarisability. By (6), this is also the 2p term of the sum over excited states, so the other 34% comes from higher p states and the continuum. The polarisation orbital gathers all of them into one function.

A simple analytic function can come close. Among functions r² e^(−ζr), the largest value is 4.475 bohr³, at ζ = 0.797 bohr⁻¹. This is 0.55% below the full result.

**Worked example: a strictly localised orbital**

Suppose the orbitals are required to vanish beyond a cutoff. Place a hard wall at rc = 5 bohr, solve for the confined 1s orbital, and solve (4) with φ(rc) = 0. Cutting off (7) at the wall would leave a step, and a step has infinite kinetic energy.

The 1s energy rises from −0.5000 to −0.4964 hartree, a change of 0.7% of its magnitude. The lowest p energy becomes positive, 0.0076 hartree. This does not affect solvability, because Lemma 3 needs that energy to lie above ε, not below zero. The polarisability falls to 3.42 bohr³, 24% below the free value, and the mean radius of φ falls from 3.08 to 2.49 bohr.

The normalised polarisation orbitals, in bohr^(−1/2), are:

r = 1 bohr: free 0.275, confined 0.337
r = 2 bohr: free 0.539, confined 0.640
r = 3 bohr: free 0.558, confined 0.601
r = 4 bohr: free 0.438, confined 0.343
r = 5 bohr: free 0.294, confined 0

The free entry at 2 bohr, for instance, is 0.49806 × (4 + 4) × e^(−2) = 0.539. At the wall the free function still has more than half of its value at 3 bohr. In this example a common cutoff that changes the 1s energy by 0.7% lowers the polarisability by 24%, so the small energy change does not show that the response is converged. The fall contains both the change of u and the confinement of φ, which were not separated here.

**Remarks on other orbitals and atoms**

For l > 0 the same equation holds. The hydrogen 2p orbital with m = 1 has no l−1 response, since c_{1,1} = 0, and it couples to d with c_{2,1}² = 3/15 = 1/5. Solving (4) and using (12) gives 156.0 bohr³. The numerical check tests this case, and both 1s cases, by diagonalising the coupled channels in a small finite field; the response functions and the energies agree with (4) and (12).

In an atom with several electrons, V contains the mean field of the other electrons. Holding V fixed then omits the change of that mean field caused by the polarisation itself. Where (4) has a unique solution, φ is still a well-defined basis function, but (12) is no longer the self-consistent polarisability.

A pseudopotential that depends on angular momentum adds V_{l+1} − V_l to the difference of the radial operators in Lemma 3. If this term is sufficiently attractive, positivity can be lost. Equation (4), with V_{l+1} in h_{l+1}, can still be solved when ε lies outside the spectrum of h_{l+1}, but the upper bound in the proposition is then no longer guaranteed. The same applies to a valence orbital that has a lower state of the same l beneath it. In such cases the eigenvalues of h_{l+1} near ε should be inspected before φ is accepted into the basis.

Numbers as computed

```
Source ratio at r = 1 and 2 bohr (constant for a solution)
  R = (r + r^2/2) exp(-r):   1.0000  1.0000
  R = (r^2 + r^3/2) exp(-r): -1.0000  1.5000
Outward integration, phi at r = 8.0 bohr (atomic units)
  a2 = 0.9: -55.6773
  a2 = 1.0: 0.2147
  a2 = 1.1: 56.1067
Free hydrogen 1s
  1s energy: -0.500000 hartree
  lowest p energy: -0.125000 hartree
  integral of (r^2+r^3/2)^2 exp(-2r): 4.03125 (atomic units)
  normalisation factor: 0.49806 (atomic units)
  peak of phi: 2.5616 bohr
  mean radius of phi: 3.0814 bohr
  alpha, Sternheimer: 4.50000 bohr^3
  alpha, finite field 0.001 a.u.: 4.5001 bohr^3
  alpha converted: 0.6668 angstrom^3
One p function added to 1s: alpha (bohr^3), its energy (hartree)
  polarisation orbital: 4.5000  -0.0814
  hydrogen 2p: 2.9596  -0.1250
  best r^2 exp(-zeta r): 4.4753  -0.0809
  best zeta: 0.7970 1/bohr
Hydrogen 1s in a hard wall at 5.0 bohr
  1s energy: -0.496417 hartree
  lowest p energy: 0.007594 hartree
  mean radius of phi: 2.4883 bohr
  alpha, Sternheimer: 3.4225 bohr^3
  alpha, finite field 0.001 a.u.: 3.4225 bohr^3
Normalised phi (bohr^-1/2): r (bohr), free, confined
  1.0  0.2748  0.3371
  2.0  0.5392  0.6396
  3.0  0.5579  0.6008
  4.0  0.4379  0.3434
  5.0  0.2936  0.0000
Hydrogen 2p, m = 1, response in the d channel
  alpha, Sternheimer: 156.00 bohr^3
  alpha, finite field 0.0001 a.u.: 156.00 bohr^3
Hydrogen 2s, where no solution exists
  2s and 2p energies: -0.125000  -0.125000 hartree
  size of radial dipole integral 2s-2p: 5.1962 bohr
```
